# Choosing a hindered-rotor treatment for the ring torsion of ferrocene

With 41 Fourier functions, the first torsional excitation of a model ferrocene molecule comes out at 48.20 cm$^{-1}$, almost equal to the harmonic value of 48.18 cm$^{-1}$. With 81 functions it is 46.27 cm$^{-1}$, and there it stays. The first agreement is an accident of a basis that is too small.

The setting at issue is the treatment of a soft internal rotation in a vibrational or thermochemical calculation: harmonic oscillator or hindered rotor. The second choice asks for a periodicity, a reduced moment of inertia, a barrier and a basis size. Energies below are divided by $hc$ and given in cm$^{-1}$, the natural unit for this motion.

## What the setting solves

Two identical, rigid, planar rings turn about a common axis through angles $\phi_1$ and $\phi_2$. Their energy depends on $\phi=\phi_1-\phi_2$, measured from the eclipsed minimum, and is modelled by one cosine with barrier $V$:

$$U(\phi)=\frac V2(1-\cos5\phi).$$

It is zero at the minima and $V$ at the staggered angle, $36^\circ$.

**The moment of inertia.** A regular pentagon with side $d$ has radius $R=d/(2\sin36^\circ)$. Rough ring lengths of 1.43 Å for C–C and 1.08 Å for C–H put the carbons at 1.2164 Å and the hydrogens at 2.2964 Å from the axis. One ring then has

$$I=5\left[12.0000(1.2164)^2+1.0078(2.2964)^2\right]\approx115.4\ \mathrm{u\,Å^2}.$$

To find the moment that belongs to $\phi$, take the product wave $e^{i(m_1\phi_1+m_2\phi_2)}$ with integer $m_1,m_2$. Its kinetic energy is $(\hbar^2/2I)(m_1^2+m_2^2)$. Define $K=m_1+m_2$ and $k=(m_1-m_2)/2$, so that $m_1=K/2+k$ and $m_2=K/2-k$. The cross terms cancel in the sum of squares:

$$m_1^2+m_2^2=\frac{K^2}{2}+2k^2.$$

With $B=\hbar^2/(2I_r)$ and $I_r=I/2$, we have $\hbar^2/(2I)=B/2$, and the kinetic energy becomes $BK^2/4+Bk^2$. The first term is overall rotation about the axis; the second is torsion. The potential changes $m_1$ and $m_2$ by opposite amounts, so $K$ is conserved.

The reduced moment is therefore half that of one ring: $I_r=57.68$ u Å$^2$ and $B=0.29227$ cm$^{-1}$. Entering the full moment of one ring would lower the harmonic quantum by $\sqrt2$, to 34.07 cm$^{-1}$.

For even $K$, $k$ is an integer; for odd $K$ it is a half-integer. I take $K=0$ and write $m$ for $k$:

$$H=-B\frac{d^2}{d\phi^2}+\frac V2(1-\cos5\phi).$$

**The matrix.** In the functions $e^{im\phi}/\sqrt{2\pi}$ the kinetic energy is diagonal. Since $\cos5\phi=(e^{5i\phi}+e^{-5i\phi})/2$, the potential connects indices that differ by five:

$$H_{mm}=Bm^2+\frac V2,\qquad H_{m,m\pm5}=-\frac V4.$$

A barrier of 3.8 kJ/mol is $V=317.66$ cm$^{-1}$, which gives a constant diagonal part of 158.83 and couplings of $-79.41$ cm$^{-1}$. The matrix splits into five blocks, labelled by the remainder of $m$ on division by five.

## Which eigenvalues to subtract

The potential has five equivalent wells. Let $|j\rangle$ be a state localised in well $j$, with energy $E$ and matrix element $-t$ to each neighbour. The combination $|s\rangle=5^{-1/2}\sum_j e^{2\pi isj/5}|j\rangle$ receives one contribution from either side:

$$E_s=E-t\left(e^{2\pi is/5}+e^{-2\pi is/5}\right)=E-2t\cos\frac{2\pi s}{5},\qquad s=0,\pm1,\pm2.$$

Each deep torsional level is thus a cluster of five states. The ratio of its splittings should be

$$\frac{E_1-E_0}{E_2-E_0}=\frac{1-\cos72^\circ}{1-\cos144^\circ}=0.38197,$$

and diagonalising the blocks in 40-digit arithmetic gives the same value. The full width of the lowest cluster is $2.4\times10^{-9}$ cm$^{-1}$; that of the next is $2.3\times10^{-7}$ cm$^{-1}$.

The second eigenvalue minus the first is therefore a tunnelling splitting. The torsional excitation is the distance between the centres of the first two clusters: the mean of eigenvalues 6 to 10 minus the mean of eigenvalues 1 to 5. The five cosines sum to zero, so neighbour tunnelling does not move a centre. For odd $K$, $s$ is replaced by $s+\tfrac12$; the cosines again sum to zero, and the excitation is unchanged at this level of approximation.

Grouping in fives works for deep levels. Near the top of the barrier the clusters broaden. The calculation finds 41 states below $V$, which is not a multiple of five: the barrier energy cuts through a cluster.

## How large a basis to use

Let $M$ be the largest $|m|$ kept. The convergence is as follows.

| $M$ | Functions | Lowest level (cm$^{-1}$) | Excitation (cm$^{-1}$) |
|---:|---:|---:|---:|
| 10 | 21 | 29.166 | 82.367 |
| 20 | 41 | 23.706 | 48.196 |
| 30 | 61 | 23.623 | 46.287 |
| 40 | 81 | 23.623 | 46.273 |
| 80 | 161 | 23.623 | 46.273 |

By the variational principle, removing basis functions cannot lower any ordered eigenvalue. A difference of eigenvalues has no such protection, but here the upper cluster suffers more. Its centre lies at $E=69.9$ cm$^{-1}$, so a classical rotor of that energy reaches $|m|=\sqrt{E/B}\approx15$ at the bottom of the well. The quantum state extends further, and $M=20$ cuts off part of it.

The eigenvalue equation shows how quickly the tail falls:

$$\left(Bm^2+\frac V2-E\right)c_m=\frac V4(c_{m-5}+c_{m+5}).$$

Far out, $c_{m+5}$ is much smaller than $c_{m-5}$ and may be dropped, leaving

$$\frac{c_m}{c_{m-5}}\approx\frac{V/4}{Bm^2+V/2-E}.$$

For the upper cluster this estimate is 0.39 at $m=20$, where the dropped term still matters and the actual ratio is 0.44. At $m=40$ it is 0.14, within about 2 % of the actual ratio. In this example $M=40$, where $BM^2\approx1.5V$, suffices for the first excitation. For another rotor, increase $M$ until the excitation itself settles; a settled lowest level is not enough, as the row for $M=30$ shows.

A finite-difference solution in $\phi$, which uses no Fourier functions, also gives 46.273 cm$^{-1}$.

## Why the harmonic setting is too high

Near a minimum, $1-\cos5\phi\approx25\phi^2/2$, so $U\approx25V\phi^2/4$. Set $\phi=x_0x$ and choose $x_0$ so that the kinetic and potential terms have the same coefficient, $w/2$:

$$\frac{B}{x_0^2}=\frac w2,\qquad \frac{25V}{4}x_0^2=\frac w2.$$

Multiplying the two equations gives $w^2=25BV$, hence

$$w=5\sqrt{BV}=5\sqrt{0.29227\times317.66}=48.18\ \mathrm{cm^{-1}}.$$

The length scale is $x_0=\sqrt{2B/w}\approx0.11$ rad, or about $6^\circ$.

The neglected terms are governed by

$$g=25x_0^2=\frac{50B}{w}=10\sqrt{\frac BV}=0.3033.$$

The second matching equation also gives $V/2=w/g$. With $p=-i\,d/dx$, the Hamiltonian becomes

$$\frac Hw=\frac{p^2}{2}+\frac{1-\cos(\sqrt g\,x)}{g}
=\frac{p^2+x^2}{2}-\frac{g x^4}{24}+\frac{g^2x^6}{720}-\cdots$$

**First order.** The oscillator ground-state density is proportional to $e^{-x^2}$, for which the averages of $x^4,x^6,x^8$ are $3/4,15/8,105/16$. The first excited density is $2x^2$ times the ground density, so its averages are

$$\langle x^4\rangle_1=2\cdot\frac{15}{8}=\frac{15}{4},\qquad
\langle x^6\rangle_1=2\langle x^8\rangle_0=2\cdot\frac{105}{16}=\frac{105}{8}.$$

The quartic term changes the gap by $-(g/24)(15/4-3/4)=-g/8$, in units of $w$. The sextic term changes it by $(g^2/720)(105/8-15/8)=g^2/64$.

**Second order in the quartic term.** This has the same power $g^2$ and must be kept too. Applying the oscillator relation

$$x|v\rangle=\sqrt{\frac v2}\,|v-1\rangle+\sqrt{\frac{v+1}{2}}\,|v+1\rangle$$

twice gives

$$x^2|v\rangle=\frac{\sqrt{v(v-1)}}2|v-2\rangle+\left(v+\frac12\right)|v\rangle+\frac{\sqrt{(v+1)(v+2)}}2|v+2\rangle.$$

Applying this result twice to the two lowest states gives

$$x^4|0\rangle=\frac34|0\rangle+\frac{3\sqrt2}{2}|2\rangle+\frac{\sqrt6}{2}|4\rangle,$$

$$x^4|1\rangle=\frac{15}4|1\rangle+\frac{5\sqrt6}{2}|3\rangle+\frac{\sqrt{30}}2|5\rangle.$$

The squared couplings are $9/2,3/2$ from $v=0$ and $75/2,15/2$ from $v=1$. The energy denominators are $-2$ and $-4$. The two sums are

$$-\frac{9/2}{2}-\frac{3/2}{4}=-\frac{21}{8},\qquad
-\frac{75/2}{2}-\frac{15/2}{4}=-\frac{165}{8}.$$

Their difference is $-18$, and the factor $(g/24)^2$ turns it into $-g^2/32$. Adding the sextic contribution,

$$\Delta=w\left(1-\frac g8-\frac{g^2}{64}+O(g^3)\right).$$

Because $wg=50B$, the leading correction for the pure cosine is $-25B/4$, independent of the barrier. The numbers are

$$48.177-1.827-0.069=46.281\ \mathrm{cm^{-1}},$$

which is 0.008 above the Fourier result. The cubic order of the remainder was tested separately: halving $g$ from 0.1 to 0.05 reduces it by 8.19, close to $2^3$.

The harmonic setting is thus 1.90 cm$^{-1}$, or 4.1 % of the Fourier value, too high. The cause is the flattening of the cosine away from its minimum. The spacings continue to shrink: 46.27, 44.26, 42.07 and 39.67 cm$^{-1}$ for the first four steps.

**When the series fails.** It is an expansion in small $g$, and $g^2=100B/V$. At $V=100B\approx29$ cm$^{-1}$, $g=1$ and the first correction already takes away one eighth of $w$; for much lower barriers the expansion is of no use. For $V\ll100B$ the states approach free rotation. The function $m=0$ couples by $-V/4$ to two functions higher by $25B$, so second-order perturbation theory gives

$$E_0\approx\frac V2-2\frac{(V/4)^2}{25B}=\frac V2-\frac{V^2}{200B}.$$

The first excitation for $K=0$ then tends to $B$, the energy of $m=\pm1$, and the grouping in fives loses its meaning. The Fourier matrix covers both limits.

## What changes in thermochemistry

At 400 K, $k_BT=278.0$ cm$^{-1}$, close to the barrier. For $K=0$ the lowest cluster holds 13.7 % of the population, and states above the barrier hold 30.5 %. The harmonic choice now matters for more than one excitation energy.

Summing $e^{-E/k_BT}$ over the Fourier levels with $M=170$ gives $Q=33.435$ ($M=80$ gives 33.427, and $M=40$, enough for the first excitation, only 31.27); the levels for odd $K$ give the same sum to the digits shown. Five harmonic wells give

$$Q_h=5\,\frac{e^{-w/2k_BT}}{1-e^{-w/k_BT}}=28.817.$$

Both take the potential minimum as zero. From $V$ in its two units, $RT=3.8\times278.0/317.66=3.326$ kJ/mol, so the free-energy difference is

$$F-F_h=-3.326\ln\frac{33.435}{28.817}=-0.494\ \mathrm{kJ/mol}.$$

The factor of five cancels here because both sums count all wells. If the rest of the calculation counts equivalent orientations once, through a symmetry number, divide both by five. Dividing one and not the other makes an error of $RT\ln5\approx5.4$ kJ/mol, far larger than the anharmonic effect.

The sign of the harmonic error can be understood classically. Integrating over angle and momentum, with $z=V/(2k_BT)$,

$$Q_c=\int_0^{2\pi}\!d\phi\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-(Bk^2+U)/k_BT}
=\sqrt{\frac{\pi k_BT}{B}}\,e^{-z}I_0(z).$$

The momentum integral gives the square root, and $I_0(z)=(2\pi)^{-1}\int_0^{2\pi}e^{z\cos\theta}d\theta$ is the modified Bessel function. This yields 33.446, close to the quantum sum. Dividing by the classical harmonic value $5k_BT/w$ and inserting $w=5\sqrt{BV}$,

$$\frac{Q_c}{5k_BT/w}=\sqrt{\frac{\pi V}{k_BT}}\,e^{-z}I_0(z)=\sqrt{2\pi z}\,e^{-z}I_0(z).$$

For large $z$, expanding the cosine about $\theta=0$ gives $I_0\approx e^z(2\pi z)^{-1/2}[1+1/(8z)]$. The ratio is then $1+k_BT/(4V)$: the harmonic sum is too small. As $z\to0$ the ratio tends to zero: the harmonic sum becomes too large, because the oscillator is allowed angles that a closed circle does not contain. Ferrocene at 400 K, with $z\approx0.57$, is still on the first side.

## How good the barrier must be

With $B$ fixed, changing the barrier by $-10$ % or $+10$ % moves the excitation to 43.80 or 48.63 cm$^{-1}$. Either change exceeds the whole anharmonic correction.

The shape matters as much. Add $(V_{10}/2)(1-\cos10\phi)$ with $V_{10}=rV$. This vanishes at $36^\circ$, so the barrier is unchanged, but the curvature at the minimum is multiplied by

$$\frac{25V+100V_{10}}{25V}=1+4r.$$

The harmonic quantum changes by $\sqrt{1+4r}$. For $r=+0.03$ and $-0.03$ the full calculation gives 48.51 and 43.98 cm$^{-1}$. A barrier height alone therefore does not fix the frequency. Nor does it fix the anharmonic correction. The quartic term gains a factor $1+16r$, so the leading correction becomes $-(25B/4)(1+16r)/(1+4r)$. The harmonic value lies 2.48 cm$^{-1}$ above the full one for $r=+0.03$ and 1.21 cm$^{-1}$ above it for $r=-0.03$; for $r=-0.1$ it lies below.

One more energy can expose this term. At $18^\circ$, $\cos5\phi=0$ and $\cos10\phi=-1$, so

$$U(18^\circ)=\frac V2+V_{10}.$$

Compute the energy there as well as at $0^\circ$ and $36^\circ$. Three per cent of this barrier is 0.11 kJ/mol, so the energy differences must be consistent to better than that. A frequency inferred from these three energies assumes that still higher cosine terms are negligible.

If the barrier is instead inferred from a frequency, $V=w^2/(25B)$ requires the harmonic $w$. Inserting the anharmonic excitation gives a barrier low by the factor $(46.273/48.177)^2\approx0.92$.

## The model beside the molecule

Isolated ferrocene has an eclipsed minimum and a ring-rotation barrier of roughly 4 kJ/mol, so the chosen barrier is typical. The temperature of 400 K is a rough value for its vapour in precursor use. The pure cosine and the sharp barrier value are the assumptions most easily broken; the variations above, which are illustrative and not error bounds, move the result by 2 to 3 cm$^{-1}$. Lengthening C–C by 0.01 Å lowers it by 0.27 cm$^{-1}$. Coupling to ring tilt and other vibrations is not sized here, and packing in a crystal can change the potential itself. The gas-phase barrier from electron diffraction is itself uncertain by about 1.3 kJ/mol. Barriers of 2.5 and 5.1 kJ/mol give 37.2 and 53.9 cm$^{-1}$ and shift the torsional free energy at 400 K by $-0.50$ and $+0.45$ kJ/mol, as much as the whole hindered-rotor correction. For the molecule, about 46 cm$^{-1}$ with an uncertainty of some 8 cm$^{-1}$ is a fair reading.

## Choosing the setting

- Use the harmonic option for a quick estimate of the first excitation if $g/8$ is an acceptable relative error and the well is deep; that error estimate holds for a potential close to a single cosine.
- Use the hindered rotor when $k_BT$ is not small compared with $V$, or when $g$ is not small.
- Enter periodicity five and half the axial moment of one ring, and check how equivalent wells are counted.
- Converge the quantity you need. For a thermal sum, $BM^2$ must also be many times $k_BT$, since omitted fast-rotation states have weights of order $e^{-BM^2/k_BT}$.
- Spend remaining effort on the torsional potential before adding more Fourier functions.

The numerical output following this text lists the main computed values.

## Numbers as computed

```
C-C length, C-H length: 1.43, 1.08 angstrom
mass of C, mass of H: 12.0000, 1.0078 u
carbon ring radius: 1.2164 angstrom
hydrogen ring radius: 2.2964 angstrom
axial moment of one ring: 115.36 u angstrom^2
reduced moment: 57.68 u angstrom^2
rotor constant B: 0.29227 cm^-1
barrier V: 3.8 kJ/mol = 317.66 cm^-1
diagonal potential V/2: 158.83 cm^-1
off-diagonal element -V/4: -79.41 cm^-1
harmonic quantum w: 48.177 cm^-1
w if one ring's full moment is used: 34.07 cm^-1
basis limit M, functions, lowest level, excitation (cm^-1):
   10   21   29.16580   82.36720
   20   41   23.70551   48.19587
   30   61   23.62282   46.28718
   40   81   23.62266   46.27308
   60  121   23.62266   46.27306
   80  161   23.62266   46.27306
v, cluster centre, harmonic level (cm^-1):
  0    23.623    24.089
  1    69.896    72.266
  2   114.152   120.443
  3   156.226   168.620
  4   195.896   216.797
spacings 0-1, 1-2, 2-3, 3-4 (cm^-1): 46.273 44.256 42.074 39.670
first excitation: 46.273 cm^-1 = 5.737 meV
same from finite differences: 46.273 cm^-1
harmonic minus Fourier: 1.904 cm^-1
harmonic overestimate: 4.11 percent
anharmonic parameter g: 0.3033 (no unit)
first-order shift: -1.827 cm^-1
second-order shift: -0.069 cm^-1
excitation from series: 46.281 cm^-1
series remainder ratio, g 0.1 to 0.05: 8.19 (no unit)
tunnelling width, ground cluster: 2.43e-09 cm^-1
tunnelling width, first excited: 2.31e-07 cm^-1
splitting ratio, blocks / hopping: 0.38197 / 0.38197
eigenvalues below the barrier: 41 states
temperature, kT: 400 K, 278.0 cm^-1
population of ground cluster: 13.7 percent
population above barrier: 30.5 percent
Q from levels, classical, harmonic: 33.435, 33.446, 28.817
free energy, levels minus harmonic: -0.494 kJ/mol
excitation, tenfold term +3 / -3 percent: 48.51 / 43.98 cm^-1
excitation, barrier -10 / +10 percent: 43.80 / 48.63 cm^-1
excitation, C-C longer by 0.01 angstrom: 46.00 cm^-1
```
